# In-plane resistivity of a fine multilayer of two metals

## Problem

Two metals have the same spherical Fermi surface, with wave number \(k_F\) and speed \(v_F\), and the same potential energy for their electrons. They differ only in mean free path, \(l_1\) and \(l_2\). Layers of equal thickness \(a\) alternate along \(z\), so that the period is \(2a\), and the stack is so thick that its outer surfaces play no part. The interfaces are transparent: an electron crosses them without reflection or deflection. Scattering inside the layers is elastic and isotropic. A weak, steady electric field \(E\) is applied along \(x\), in the plane of the layers.

Find the in-plane resistivity of the stack when the period is far below both mean free paths. Evaluate it for \(k_F=13.5\ \mathrm{nm^{-1}}\), \(l_1=40\) nm, \(l_2=10\) nm and \(a=1\) nm.

## A tempting solution

The layers lie side by side along the current. A steady electric field has no curl, so \(E_x\) cannot vary with \(z\), and every layer feels the same field. The current density in layer \(i\) is then \(\sigma_iE\), and the average over a period is

\[
\langle j\rangle=\frac{a\sigma_1E+a\sigma_2E}{2a}=\frac{\sigma_1+\sigma_2}{2}\,E .
\]

This is the rule for resistors in parallel. Since conductivity is proportional to mean free path, the stack would behave like a uniform metal with mean free path \((40+10)/2=25\) nm. The thickness \(a\) has dropped out, so the rule would hold for fine and coarse stacks alike.

## Where it fails

The field is indeed uniform. The fault is the next step, the local law \(j(z)=\sigma(z)E\). An electron's contribution to the current at \(z\) depends on how long the field has acted on it since its last collision, and that collision may have happened many layers away. The local law needs layers much thicker than the mean free paths, the opposite of what the problem states.

To put this into an equation, let \(f=f_0+f_1\), where \(f_0\) is the equilibrium distribution and \(f_1\) is linear in \(E\). The electron charge is \(-e\), so \(\hbar\,dk_x/dt=-eE\). With \(\tau(z)=l(z)/v_F\), the steady Boltzmann equation to first order in \(E\) is

\[
v_z\frac{\partial f_1}{\partial z}+\frac{f_1-\bar f_1}{\tau(z)}=eE\,v_x\frac{\partial f_0}{\partial\varepsilon}.
\]

The right side is the field term moved across, with \(\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon\). The average \(\bar f_1\) over directions describes electrons scattered into a state. Let \(\mu=v_z/v_F\) be the cosine of the angle to the layer normal, and try

\[
f_1=eE\,\frac{\partial f_0}{\partial\varepsilon}\,\frac{v_x}{v_F}\,\Lambda(z,\mu).
\]

Averaging \(v_x\) over the azimuth gives zero, so \(\bar f_1=0\). The density is therefore undisturbed, and no field along \(z\) arises. Dividing out the common factor \(eE\,v_x\,\partial f_0/\partial\varepsilon\) leaves

\[
\mu\frac{\partial\Lambda}{\partial z}+\frac{\Lambda}{l(z)}=1. \tag{1}
\]

The length \(\Lambda\) measures how far an electron has been accelerated. In a uniform metal \(\Lambda=l\). The tempting solution sets \(\Lambda=l_1\) in one metal and \(\Lambda=l_2\) in the other. That satisfies (1) inside each layer, but \(\Lambda\) jumps at the interfaces. A transparent interface passes each electron with its velocity unchanged, so \(\Lambda\) must be continuous there for every \(\mu\neq0\).

Equation (1) already hints at the right answer. Averaged over one period, its first term vanishes because \(\Lambda\) is periodic, and

\[
\left\langle\frac{\Lambda}{l}\right\rangle=1 .
\]

If an electron crosses many layers between collisions, \(\Lambda\) hardly varies with \(z\) and can be taken out of the average: \(\Lambda\approx1/\langle1/l\rangle\). Inverse mean free paths would then average. But electrons moving almost parallel to the layers do not cross many of them, however thin the layers are. Whether they spoil the result has to be worked out.

## Solution

**Current.** With two spin states per wave vector,

\[
j_x=-2e\int\frac{d^3k}{(2\pi)^3}\,v_xf_1 .
\]

Write \(d^3k=dS\,d\varepsilon/(\hbar v_F)\), where \(dS\) is an element of the Fermi surface. At temperatures far below the Fermi temperature, \(-\partial f_0/\partial\varepsilon\) integrates to one over a narrow energy range. The two minus signs cancel, and

\[
\sigma(z)=\frac{j_x}{E}=\frac{e^2}{4\pi^3\hbar}\int dS\,\frac{v_x^2}{v_F^2}\,\Lambda .
\]

On the sphere \(dS=k_F^2\,d\mu\,d\varphi\) and \(v_x^2/v_F^2=(1-\mu^2)\cos^2\varphi\). The integral over \(\varphi\) gives \(\pi\), so

\[
\sigma(z)=\frac{e^2k_F^2}{4\pi^2\hbar}\int_{-1}^{1}(1-\mu^2)\Lambda\,d\mu .
\]

For \(\Lambda=l\) the integral is \(4l/3\). The bulk resistivity is therefore

\[
\rho=\frac{B}{l},\qquad B=\frac{3\pi^2\hbar}{e^2k_F^2}. \tag{2}
\]

For the stack, define an effective length by \(\langle\sigma\rangle=l_{\rm eff}/B\). Then

\[
l_{\rm eff}=\frac34\int_{-1}^{1}(1-\mu^2)\langle\Lambda\rangle\,d\mu
=\frac32\int_{0}^{1}(1-\mu^2)\langle\Lambda\rangle\,d\mu . \tag{3}
\]

The second form holds because reflection in the midplane of a layer maps the stack onto itself and reverses \(\mu\), so \(\langle\Lambda\rangle\) is even in \(\mu\).

**Solving in the layers.** Take \(\mu>0\) and measure \(z\) from the face where the electron enters each layer. The solution of (1) in layer \(i\) is

\[
\Lambda=l_i+A_i\,e^{-z/(\mu l_i)} .
\]

Let \(e_i=e^{-a/(\mu l_i)}\) and \(\Delta=l_1-l_2\). Continuity from metal 1 into metal 2, and from metal 2 into the next layer of metal 1, requires

\[
l_1+A_1e_1=l_2+A_2,\qquad l_2+A_2e_2=l_1+A_1 .
\]

The first condition gives \(A_2=\Delta+A_1e_1\). Inserted into the second, it gives \(A_1=-\Delta+\Delta e_2+A_1e_1e_2\), so that

\[
A_1=-\Delta\,\frac{1-e_2}{1-e_1e_2}.
\]

Then

\[
A_2=\Delta\,\frac{1-e_1e_2-e_1+e_1e_2}{1-e_1e_2}=\Delta\,\frac{1-e_1}{1-e_1e_2}.
\]

For \(l_1>l_2\), \(A_1\) is negative and \(A_2\) positive: an electron enters the clean metal with less acceleration than is usual there, and enters the other metal with more.

**Averaging over the period.** The exponential in layer \(i\) integrates to \(\mu l_i(1-e_i)\). Let

\[
F=\frac{(1-e_1)(1-e_2)}{1-e_1e_2}.
\]

Then \(A_1(1-e_1)=-\Delta F\) and \(A_2(1-e_2)=\Delta F\), and with \(L=l_1+l_2\),

\[
\langle\Lambda\rangle=\frac L2+\frac{\mu}{2a}\left(-l_1\Delta F+l_2\Delta F\right)=\frac L2-\frac{\mu\Delta^2}{2a}F .
\]

Inserting this into (3), where \(\frac32\int_0^1(1-\mu^2)\,d\mu=1\), gives

\[
l_{\rm eff}=\frac L2-\frac{3\Delta^2}{4a}\int_0^1\mu(1-\mu^2)F\,d\mu . \tag{4}
\]

Within the model this holds at every thickness. The first term is the parallel-resistor answer. The second is negative, so exchange of electrons between the layers lowers the conductivity.

**Thin layers.** Let \(x=a/(\mu l_1)\) and \(y=a/(\mu l_2)\). Multiplying the numerator and denominator of \(F\) by \(e^{(x+y)/2}\) gives

\[
F=\frac{2\sinh(x/2)\sinh(y/2)}{\sinh[(x+y)/2]}=\frac{2}{\coth(x/2)+\coth(y/2)} .
\]

For fixed \(\mu\) and \(a\to0\), \(\coth s\to1/s\), and since \(1/x+1/y=\mu L/a\),

\[
F\to\frac{1}{1/x+1/y}=\frac{a}{\mu L}.
\]

Using this at all \(\mu\), with \(\int_0^1(1-\mu^2)d\mu=2/3\), we get the candidate

\[
l_h=\frac L2-\frac{\Delta^2}{2L}=\frac{L^2-\Delta^2}{2L}=\frac{2l_1l_2}{l_1+l_2}. \tag{5}
\]

**Grazing electrons.** For \(\mu\) below about \(a/l_i\), \(x\) or \(y\) is not small and the replacement fails. The error can be bounded. For \(s>0\),

\[
\frac1s\le\coth s\le\frac1s+1 .
\]

The left inequality says \(\sinh s\le s\cosh s\), which holds because \(s\cosh s-\sinh s\) is zero at \(s=0\) and has the derivative \(s\sinh s\ge0\). The right one follows from \(\coth s-1=2/(e^{2s}-1)\le1/s\). Applied to both terms in \(F\), they give

\[
\frac{a}{\mu L+a}\le F\le\frac{a}{\mu L}.
\]

Subtracting (5) from (4) and writing \(\Delta^2/(2L)\) as an integral over \(\mu\), we have

\[
l_{\rm eff}-l_h=\frac{3\Delta^2}{4}\int_0^1(1-\mu^2)\left[\frac1L-\frac{\mu F}{a}\right]d\mu . \tag{6}
\]

The bracket is not negative, and it is at most \(1/L-\mu/(\mu L+a)=a/[L(\mu L+a)]\). Since \(1-\mu^2\le1\) and \(\int_0^1d\mu/(\mu L+a)=L^{-1}\ln(1+L/a)\),

\[
0\le l_{\rm eff}-l_h\le\frac34\,\frac{\Delta^2}{L^2}\,a\ln\!\left(1+\frac La\right). \tag{7}
\]

For given mean free paths the right side vanishes as \(a\to0\), so \(l_{\rm eff}\to l_h\) and

\[
\rho_{\rm eff}\to\frac{B}{l_h}=\frac B2\left(\frac1{l_1}+\frac1{l_2}\right)=\frac{\rho_1+\rho_2}{2}.
\]

The resistivities average. Grazing electrons do not change the limit, because the range of angles they occupy shrinks with \(a\).

The bound also makes "far below" precise. Since \(l_h\) is at least the shorter mean free path \(l_<\), it suffices that \(a\ln(1+L/a)\ll l_<\). This differs from \(a\ll l_<\) by a logarithm, which matters when one mean free path is larger than the other by a very large factor.

**Thick layers.** The parallel rule returns in the opposite limit. From the definition of \(F\),

\[
1-F=\frac{e_1+e_2-2e_1e_2}{1-e_1e_2}\le e_1+e_2\le e^{-a/l_1}+e^{-a/l_2}.
\]

The first inequality is equivalent to \(e_1+e_2\le2\), and the second uses \(\mu\le1\). For \(a\) much greater than both mean free paths, \(F\) is thus nearly one at all angles. With \(\int_0^1\mu(1-\mu^2)d\mu=1/4\), equation (4) becomes

\[
l_{\rm eff}\simeq\frac{l_1+l_2}{2}-\frac{3(l_1-l_2)^2}{16a}. \tag{8}
\]

Here conductivities average, apart from a correction from the regions near the interfaces.

## Numbers

For \(k_F=13.5\ \mathrm{nm^{-1}}\), (2) gives \(B=6.674\times10^{-16}\ \Omega\,\mathrm{m^2}\), which is \(66.74\ \mu\Omega\,\mathrm{cm\,nm}\). The bulk resistivities are \(66.74/40=1.67\) and \(66.74/10=6.67\ \mu\Omega\,\mathrm{cm}\).

The tempting solution gives \(66.74/25=2.67\ \mu\Omega\,\mathrm{cm}\). The thin-layer limit has \(l_h=2\cdot40\cdot10/50=16\) nm and gives \(66.74/16=4.17\ \mu\Omega\,\mathrm{cm}\), the mean of the two bulk values. The integral (4) at \(a=1\) nm gives \(l_{\rm eff}=16.265\) nm and

\[
\rho_{\rm eff}=4.10\ \mu\Omega\,\mathrm{cm}=4.10\times10^{-8}\ \Omega\,\mathrm{m}.
\]

The effective length exceeds \(l_h\) by 0.265 nm, or 1.7 % of \(l_h\). The bound (7) allows \(0.75\cdot0.36\cdot\ln51=1.06\) nm.

A simulation of random flights through this stack, with isotropic collisions, gave \(16.30\pm0.09\) nm (one standard error). It agrees with (4) and rules out 25 nm. It does not use \(\bar f_1=0\), so it also tests that step.

Separate averages over the two metals give effective lengths of 16.7 nm in the clean layers and 15.8 nm in the others. The current densities thus differ by about 6 %, where the local law would have them differ by a factor of four.

The small excess comes mainly from grazing electrons. For \(\mu\gg a/l_2\), the next term in \(\coth s\simeq1/s+s/3\) gives \(F\simeq(a/\mu L)(1-xy/12)\), and the bracket in (6) becomes

\[
\frac1L-\frac{\mu F}{a}\simeq\frac{a^2}{12\,l_1l_2L\,\mu^2}.
\]

It falls rapidly from its value \(1/L\) at \(\mu=0\). Electrons with \(\mu<a/l_2=0.1\) carry 15 % of the current in a bulk metal, but supply about 92 % of the excess.

With both mean free paths held fixed, the thickness alone carries the stack from one rule to the other:

| \(a\) (nm) | \(l_{\rm eff}\) (nm) | \(\rho_{\rm eff}\) (µΩ cm) |
|---:|---:|---:|
| 0.01 | 16.00 | 4.17 |
| 1 | 16.27 | 4.10 |
| 10 | 18.22 | 3.66 |
| 100 | 23.34 | 2.86 |
| 400 | 24.58 | 2.72 |

The first row shows the mathematical limit; no real layer is so thin. In the last row, (8) gives \(25-3\cdot900/(16\cdot400)=24.58\) nm, in agreement with (4).

## Comparison with a real line

The parameters are rough values in the regime of a room-temperature interconnect line: a good monovalent conductor with a mean free path of some tens of nanometres, and a dilute alloy of it. Layers of 1 nm are only a few atomic planes thick, far finer than the features of an ordinary line.

The result is sensitive to the transparency of the interfaces. If 5 % of the electrons are scattered diffusely at each crossing, the resistivity of the stack rises by 27 %, to about \(5.2\ \mu\Omega\,\mathrm{cm}\). The effect is large because the crossings are many. An electron path of 16 nm makes \(16\mu\) crossings, and the current-weighted mean of \(\mu\) is \(\frac32\int_0^1\mu(1-\mu^2)d\mu=3/8\). That is about six crossings per free path, each with a 5 % risk.

Two further effects were sized one at a time for a uniform metal with a 16 nm mean free path. Diffuse outer surfaces on a 40 nm film raise its resistivity by 17 %. Grain boundaries across the current, 40 nm apart on average and each reflecting 20 % of the electrons, raise it by roughly 12 % if successive encounters with boundaries are treated as independent random events. This is only a scale, and a low one: the boundaries are fixed in space, so successive encounters are not independent. Fixed, evenly spaced boundaries with the same reflection give about 15 %, as does the Mayadas–Shatzkes formula. Warming the stack from 300 to 373 K adds 10 %, if the scattering rate of the clean metal is proportional to temperature and the extra rate of the alloy is fixed. Warming changes \(l_1\) and \(l_2\) but not the averaging rule.

A potential step between the metals can weaken the rule itself. With a Fermi energy of 6.94 eV, a step of 0.1 eV would confine classical electrons with \(\mu<\sqrt{0.1/6.94}=0.12\) to the layers of lower potential. These angles carry 18 % of a bulk current. If the clean layers are the lower ones, the confined electrons there have a path of 40 nm instead of 16 nm in half of the stack. Counting only these electrons, the conductivity would rise by \(0.18\cdot(40-16)/(2\cdot16)\approx13\) %. For layers of 1 nm this is a large overestimate. An electron wave decays in the higher layers over at least \(1/(0.12\,k_F)\approx0.6\) nm, which is comparable with their thickness, so the confinement is far from complete. Even classically the 13 % is too high: electrons just above the step move slowly across the alloy layers and spend longer there, which lowers the conductivity, and the net classical rise is about 8 %.

Finally, (4) treats electrons as classical particles. A wave confined to a width \(a\) has a transverse wave number of about \(1/a\), hence an angular spread of about \(1/(k_Fa)\), and it spreads by a further \(a\) after travelling about \(k_Fa^2=13.5\) nm. This is comparable with \(l_2\) and shorter than \(l_1\), so a grazing electron in a clean layer can leak out before it scatters. This estimate does not say by how much the classical excess of 1.7 % changes; that takes a wave calculation. The excess is in any case small beside the difference between 4.17 and \(2.67\ \mu\Omega\,\mathrm{cm}\). The remaining values are in the numerical output below.

## Calculated quantities

```
Fermi wave number kF = 13.5 1/nm
Fermi energy = 6.94 eV
clean mean free path l1 = 40 nm
alloy mean free path l2 = 10 nm
layer thickness a = 1 nm, period = 2 nm
B = resistivity times path = 6.674e-16 ohm m^2
clean bulk resistivity = 1.669 micro-ohm cm
alloy bulk resistivity = 6.674 micro-ohm cm
length if resistivities average = 16.00 nm
length if conductivities average = 25.00 nm
average of resistivities = 4.171 micro-ohm cm
from average conductivity = 2.670 micro-ohm cm
Boltzmann effective length = 16.265 nm
Boltzmann resistivity = 4.104 micro-ohm cm
Boltzmann resistivity = 4.104e-08 ohm m
excess length over harmonic mean = 0.265 nm
upper bound on that excess = 1.062 nm
relative excess = 1.66 %
random flights: 16.30 +- 0.09 nm
effective length in clean layers = 16.71 nm
effective length in alloy layers = 15.82 nm
grazing limit mu = a/l2 = 0.10
grazing share of excess = 91.5 %
grazing share of bulk current = 14.9 %
thickness scan: a (nm), l_eff (nm), resistivity (micro-ohm cm)
     0.01   16.003   4.171
     1.00   16.265   4.104
     3.00   16.763   3.982
    10.00   18.216   3.664
    30.00   20.721   3.221
   100.00   23.342   2.859
   400.00   24.578   2.716
thick-layer law at 400 nm = 24.578 nm
largest formula-solver mismatch = 7.5e-09 (relative)
neglected effects, change of resistivity:
  5 % diffuse interfaces: +27.3 %
  diffuse surfaces, 40 nm film: +17.3 %
  grains 40 nm, R = 0.2: +11.9 %
  warming 300 to 373 K: +9.9 %
potential step considered = 0.1 eV
  confined below mu = 0.120
  their share of bulk current = 17.9 %
  rough scale of conductivity change = 13 %
thermal smearing kT/EF at 300 K = 0.37 %
diffraction length kF a^2 = 13.5 nm
```
